# Singlet–triplet mixing in helium 2 ³P₁ and its intercombination decay: a program that tests the result

```python
"""
Helium 2 3P1 - 2 1P1 mixing and the decay 2 3P1 -> 1 1S0.

Result under test:
  W     = sqrt(2) (Z+1) e^2 hbar^2 / (4 pi eps0 4 m^2 c^2 24 a0^3)
  shift = -W^2/gap,  theta = W/gap
  A_ic  = theta^2 (E_T/E_S)^3 A_S
W: magnitude of the singlet-triplet coupling; gap: E(2 1P)-E(2 3P);
E_T, E_S: excitation energies of 2 3P and 2 1P; A_S: rate 2 1P1 -> 1 1S0.
Independent side: two-electron configuration interaction (CI) in a Gaussian
s,p,d basis with explicit one- and two-electron spin-orbit integrals.
Matrix elements are in atomic units unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from pyscf import gto

Z = 2
GAP_EV = 0.254
alpha = const.fine_structure
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
a0 = const.physical_constants["Bohr radius"][0]
ev = const.e

# ---------- orbital-spin algebra: l=1 and two spins 1/2, 12 states ----------
r2 = np.sqrt(2.0)
lx = np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]], complex) / r2
ly = np.array([[0, -1j, 0], [1j, 0, -1j], [0, 1j, 0]]) / r2
lz = np.diag([1, 0, -1]).astype(complex)
pauli_half = [np.array(m, complex) / 2 for m in
              ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
s1 = [np.kron(s, np.eye(2)) for s in pauli_half]
s2 = [np.kron(np.eye(2), s) for s in pauli_half]
p_sing = np.eye(4) / 4 - sum(a @ b for a, b in zip(s1, s2))
p_trip = np.eye(4) - p_sing
for a, b in zip(s1, s2):
    assert np.allclose(p_sing @ (a + 2*b) @ p_trip,
                       -0.5 * p_sing @ (a - b) @ p_trip)
l_dot_d = sum(np.kron(l, a - b) for l, a, b in zip((lx, ly, lz), s1, s2))
sing12 = np.kron(np.eye(3), p_sing)
for b in (0.3, 0.01):
    levels, vectors = np.linalg.eigh(sing12 + b * l_dot_d)
    w_model = r2 * b
    lower = 0.5 - np.sqrt(0.25 + w_model**2)
    assert np.allclose(levels[:3], lower, atol=1e-12)
    assert np.allclose(levels[3:9], 0, atol=1e-12)
    weight = np.real(vectors[:, 0].conj() @ sing12 @ vectors[:, 0])
    assert abs(weight - np.sin(0.5*np.arctan(2*w_model))**2) < 1e-12
# at the weak coupling b=0.01 the perturbative laws must hold
assert abs(levels[0] / (-w_model**2) - 1) < 1e-3
assert abs(weight / w_model**2 - 1) < 1e-3

# ---------- Gaussian basis and integrals ----------
shells = [[0, [float(x), 1.0]] for x in 0.03 * 2.8**np.arange(10)]
shells += [[1, [float(x), 1.0]] for x in 0.012 * 2.6**np.arange(9)]
shells += [[2, [float(x), 1.0]] for x in 0.08 * 4.5**np.arange(3)]
mol = gto.M(atom="He 0 0 0", basis={"He": shells}, verbose=0)
n = mol.nao_nr()
# reflection labels as bits: x=1, y=2, z=4
bits = {0: [0], 1: [1, 2, 4], 2: [3, 6, 0, 5, 0]}
label = np.array([q for k in range(mol.nbas)
                  for q in bits[int(mol.bas_angular(k))]])
overlap = mol.intor("int1e_ovlp")
kinetic = mol.intor("int1e_kin")
nuclear = mol.intor("int1e_nuc")
x_ao = mol.intor("int1e_r", comp=3)[0]
# orbit1 = <i|(r x grad)_z/r^3|k>; orbit2 is the same with r12 for r
orbit1 = mol.intor("int1e_prinvxp", comp=3)[2]
orbit2 = mol.intor("int2e_p1vxp1", comp=3).reshape(3, n, n, n, n)[2].copy()

sval, svec = np.linalg.eigh(overlap)
assert sval[0] > 1e-7
orth = (svec / np.sqrt(sval)) @ svec.T
h = orth.T @ (kinetic + nuclear) @ orth
g = mol.intor("int2e", aosym="s1").reshape(n, n, n, n)
for _ in range(4):
    g = np.tensordot(g, orth, axes=(0, 0))


def solve(sector, sign):
    """Energies and AO pair coefficients; sign +1 singlet, -1 triplet."""
    pairs = np.array([(i, j) for i in range(n) for j in range(i, n)
                      if label[i] ^ label[j] == sector
                      and (sign > 0 or i != j)])
    i, j = pairs.T
    I, J, K, L = i[:, None], j[:, None], i[None, :], j[None, :]

    def element(k, l):
        return h[I, k]*(J == l) + (I == k)*h[J, l] + g[I, k, J, l]
    norm = np.sqrt(1.0 + (i == j))
    ham = (element(K, L) + sign*element(L, K)) / np.outer(norm, norm)
    energy, vec = np.linalg.eigh((ham + ham.T) / 2)
    amp = vec.T / (r2 * norm)
    c = np.zeros((len(energy), n, n))
    c[:, i, j] += amp
    c[:, j, i] += sign * amp
    return energy, orth @ c @ orth.T


def apply_v(ket):
    """Action of the exchange-odd orbital operator V_z, without factor -i."""
    two = np.einsum("ikjl,kl->ij", orbit2, ket)
    return 2 * (Z * orbit1 @ ket @ overlap + two)


def apply_x(ket):
    return 2 * x_ao @ ket @ overlap


def project(bras, vector):
    return np.einsum("nij,ij->n", bras, vector)


# ---------- product-state test of the factors Z+1 and 1/24 ----------
core = eigh(kinetic + nuclear, overlap)[1][:, 0]
ix, iy = np.where(label == 1)[0], np.where(label == 2)[0]
h_outer = kinetic + nuclear / Z
p_coef = eigh(h_outer[np.ix_(ix, ix)], overlap[np.ix_(ix, ix)])[1][:, 0]
px, py = np.zeros(n), np.zeros(n)
px[ix], py[iy] = p_coef, p_coef
inv_r3 = px @ orbit1 @ py
assert abs(abs(inv_r3) * 24 - 1) < 0.01      # finite Gaussian basis
core_density = np.outer(core, core)
direct = px @ np.einsum("ikjl,jl->ik", orbit2, core_density) @ py


def enclosed(r):
    return quad(lambda t: 4*Z**3 * t*t*np.exp(-2*Z*t), 0, r)[0]


penetration = quad(lambda r: r*np.exp(-r)*enclosed(r), 0, 50,
                   epsabs=1e-9, limit=200)[0]
assert abs(direct / inv_r3 - penetration) < 0.01
prod_s = (np.outer(core, px) + np.outer(px, core)) / r2
prod_t = (np.outer(core, py) - np.outer(py, core)) / r2
v_product = abs(np.sum(prod_s * apply_v(prod_t)))
assert abs(v_product * 24 / (Z + penetration) - 1) < 0.015

# ---------- CI states, couplings and dipole elements ----------
e_g, c_g = solve(0, +1)
e_s, c_s = solve(1, +1)
e_t, c_t = solve(2, -1)
e_q, c_q = solve(3, -1)
ground, triplet = c_g[0], c_t[0]
exc_s = (e_s[0] - e_g[0]) * hartree_ev
exc_t = (e_t[0] - e_g[0]) * hartree_ev
gap_ci = exc_s - exc_t
assert abs(gap_ci - GAP_EV) < 0.01           # finite basis, no f functions
dip = project(c_s, apply_x(ground))
trk = np.sum(2 * (e_s - e_g[0]) * dip**2)
assert abs(trk - 2) < 0.06                   # finite-basis sum rule
v_s = project(c_s, apply_v(triplet))
scale = alpha**2 / 4 * r2
w_ci = scale * abs(v_s[0]) * hartree_ev
theta_ci = w_ci / gap_ci

# ---------- hand estimate in SI ----------
prefactor = const.e**2 * const.hbar**2 / (
    4*np.pi*const.epsilon_0 * 4*const.m_e**2 * const.c**2)
w_hand = r2 * (Z + 1) * prefactor / (24 * a0**3) / ev
theta = w_hand / GAP_EV
shift = w_hand**2 / GAP_EV
assert abs(w_hand / w_ci - 1) < 0.25         # quality of a simple estimate


def rate(energy_ev, d_au):
    omega = energy_ev * ev / const.hbar
    return omega**3 * (const.e*a0*d_au)**2 / (
        3*np.pi*const.epsilon_0*const.hbar*const.c**3)


# emission formula from explicit polarization vectors and directions
nodes, weights = np.polynomial.legendre.leggauss(8)
d_vec = np.array([1.0, 0.0, 0.0])
angular = 0.0
for u, wt in zip(nodes, weights):
    st = np.sqrt(1 - u*u)
    for phi in 2*np.pi*np.arange(12)/12:
        e1 = np.array([u*np.cos(phi), u*np.sin(phi), -st])
        e2 = np.array([-np.sin(phi), np.cos(phi), 0])
        angular += wt*2*np.pi/12*((e1 @ d_vec)**2 + (e2 @ d_vec)**2)
omega_s = exc_s * ev / const.hbar
golden = omega_s**3 * (const.e*a0*dip[0])**2 * angular / (
    8*np.pi**2*const.epsilon_0*const.hbar*const.c**3)
a_s = rate(exc_s, dip[0])
assert abs(golden / a_s - 1) < 1e-10

a_hand = theta**2 * (exc_t/exc_s)**3 * a_s
a_two = theta_ci**2 * (exc_t/exc_s)**3 * a_s
# all singlets mixed into 2 3P1, and even triplets mixed into the ground state
terms = scale * dip * v_s / (e_t[0] - e_s)
v_q = -project(c_q, apply_v(ground))         # r x grad is anti-Hermitian
x_q = project(c_q, apply_x(triplet))
ground_part = np.sum(scale * v_q * x_q / (e_g[0] - e_q))
a_singlets = rate(exc_t, np.sum(terms))
a_full = rate(exc_t, np.sum(terms) + ground_part)
assert 0.5 < a_hand / a_full < 2             # order-of-magnitude claim

print(f"fine-structure constant: {alpha:.9f}")
print(f"Hartree energy: {hartree_ev:.6f} eV")
print(f"Bohr radius: {a0:.6e} m")
print(f"given gap: {GAP_EV:.3f} eV")
print(f"hand coupling W: {w_hand:.4e} eV")
print(f"hand mixing amplitude theta: {theta:.4e}")
print(f"hand singlet weight theta^2: {theta**2:.4e}")
print(f"hand depression: {shift:.4e} eV")
print(f"hand depression / h: {shift*ev/const.h/1e6:.3f} MHz")
print(f"24 a0^3 <r^-3> for 2p in Gaussian basis: {24*abs(inv_r3):.5f}")
print(f"penetration factor, quadrature: {penetration:.5f}")
print(f"penetration factor, Gaussian integrals: {direct/inv_r3:.5f}")
print(f"24 |V| for product states (point core 3): {24*v_product:.4f}")
print(f"24 |V| from CI: {24*abs(v_s[0]):.4f}")
print(f"number of Gaussian basis functions: {n}")
print(f"CI ground-state energy: {e_g[0]:.6f} hartree")
print(f"CI excitation energy 2 1P: {exc_s:.4f} eV")
print(f"CI excitation energy 2 3P: {exc_t:.4f} eV")
print(f"CI gap: {gap_ci:.4f} eV")
print(f"CI coupling W: {w_ci:.4e} eV")
print(f"CI mixing amplitude theta: {theta_ci:.4e}")
print(f"CI depression by 2 1P1: {w_ci**2/gap_ci:.4e} eV")
print(f"CI depression / h: {w_ci**2/gap_ci*ev/const.h/1e6:.3f} MHz")
print(f"CI dipole x-element, 1 1S to 2 1P: {abs(dip[0]):.5f} a0")
print(f"dipole sum rule (ideal 2): {trk:.5f}")
print(f"CI rate A_S, 2 1P1 to 1 1S0: {a_s:.4e} s^-1")
print(f"energy factor (E_T/E_S)^3: {(exc_t/exc_s)**3:.5f}")
print(f"intercombination rate, hand W and gap: {a_hand:.2f} s^-1")
print(f"intercombination rate, CI two-state: {a_two:.2f} s^-1")
print(f"intercombination rate, all CI singlets: {a_singlets:.2f} s^-1")
print(f"intercombination rate, with ground mixing: {a_full:.2f} s^-1")
print(f"other-singlet / 2 1P amplitude: {np.sum(terms[1:])/terms[0]:.4f}")
print(f"ground-mixing / 2 1P amplitude: {ground_part/terms[0]:.4f}")
print(f"hand rate / full CI-sum rate: {a_hand/a_full:.4f}")
print("done: every assertion held")
```

Running it gives:

```
fine-structure constant: 0.007297353
Hartree energy: 27.211386 eV
Bohr radius: 5.291772e-11 m
given gap: 0.254 eV
hand coupling W: 6.4039e-05 eV
hand mixing amplitude theta: 2.5212e-04
hand singlet weight theta^2: 6.3566e-08
hand depression: 1.6146e-08 eV
hand depression / h: 3.904 MHz
24 a0^3 <r^-3> for 2p in Gaussian basis: 1.00000
penetration factor, quadrature: 0.81920
penetration factor, Gaussian integrals: 0.81927
24 |V| for product states (point core 3): 2.8193
24 |V| from CI: 3.2850
number of Gaussian basis functions: 52
CI ground-state energy: -2.901954 hartree
CI excitation energy 2 1P: 21.1821 eV
CI excitation energy 2 3P: 20.9255 eV
CI gap: 0.2566 eV
CI coupling W: 7.0123e-05 eV
CI mixing amplitude theta: 2.7332e-04
CI depression by 2 1P1: 1.9166e-08 eV
CI depression / h: 4.634 MHz
CI dipole x-element, 1 1S to 2 1P: 0.42063 a0
dipole sum rule (ideal 2): 2.00271
CI rate A_S, 2 1P1 to 1 1S0: 1.7876e+09 s^-1
energy factor (E_T/E_S)^3: 0.96410
intercombination rate, hand W and gap: 109.55 s^-1
intercombination rate, CI two-state: 128.75 s^-1
intercombination rate, all CI singlets: 173.07 s^-1
intercombination rate, with ground mixing: 170.76 s^-1
other-singlet / 2 1P amplitude: 0.1594
ground-mixing / 2 1P amplitude: -0.0078
hand rate / full CI-sum rate: 0.6416
done: every assertion held
```
